Adjacent-Gap Ratios in the Anderson Model at Two Disorder Strengths

**Problem**

An electron moves on a simple cubic lattice of N = L³ sites with periodic boundaries. Its Hamiltonian is

H = Σ_i ε_i |i⟩⟨i| − t Σ_⟨ij⟩ (|i⟩⟨j| + |j⟩⟨i|).

The second sum runs once over each nearest-neighbour bond. The site energies ε_i are independent and uniform on [−W/2, W/2]. There is no spin, magnetic field or interaction, so H is a real symmetric matrix. Energies are given in units of t.

Sort the eigenvalues as E₁ ≤ E₂ ≤ …, and define the gaps and their ratios by

s_n = E_{n+1} − E_n,  r_n = min(s_n, s_{n+1}) / max(s_n, s_{n+1}).

(a) Find the mean of r for levels placed independently at random (Poisson statistics).

(b) Find it for 3×3 real symmetric random matrices of the Gaussian orthogonal ensemble (GOE).

(c) Compute the mean at the band centre for W = 5t and W = 40t, and decide which statistics each case follows.

**Hints**

1. Multiplying all energies by a constant leaves r unchanged. What does this say about the density of states?
2. For (a), represent the gaps by independent exponential variables. First find the density of q = s_{n+1}/s_n on (0, ∞), then fold q and 1/q onto the same r.
3. For (b), change variables from matrix elements to eigenvalues and rotation angles. The volume element supplies the level repulsion.
4. For (c), ask whether two states that are neighbours in energy also overlap in space.

**Solution**

*Why a ratio is used.* The mean gap depends on L, W and energy. If the density of states is nearly constant over three successive levels, it scales both gaps by the same factor and drops out of r. The levels then need no unfolding, that is, no rescaling to unit mean gap.

*(a) Independent levels.* For N independent uniform points on an interval, the ordered positions have a constant joint density. The N + 1 gaps, end pieces included, are therefore uniformly distributed over all positive values with the given sum. Independent exponential variables x_k have the joint density exp(−Σx_k), which depends on their sum alone. At fixed sum they too are uniformly distributed. Gaps are thus exponential variables divided by a common factor, and this factor cancels in a ratio.

Let x and y be two such variables and q = y/x. At fixed x, dy = x dq, so

p(q) = ∫₀^∞ x e^{−x} e^{−qx} dx = 1/(1+q)².

A given r < 1 arises from q = r and from q = 1/r. The second case carries the Jacobian |dq/dr| = 1/r²:

P(r) = p(r) + p(1/r)/r² = 1/(1+r)² + 1/(r+1)² = 2/(1+r)².

With r = (1+r) − 1 in the numerator, the mean is

⟨r⟩ = 2 ∫₀¹ [1/(1+r) − 1/(1+r)²] dr = 2(ln 2 − 1/2) = 2 ln 2 − 1 = 0.3863.

This is the t = 0 limit of the Anderson model, where the eigenvalues are the site energies themselves.

*Why coupled levels repel.* Two levels with detuning a and real coupling b have the gap

s = √(a² + 4b²).

A vanishing gap requires both a = 0 and b = 0. If the joint density of a and b is finite at the origin, the probability of a gap below s is proportional to the area of the ellipse a² + 4b² < s², hence to s². The gap density then vanishes linearly at s = 0.

*(b) The 3×3 ensemble.* The GOE gives a real symmetric matrix M the weight exp(−Tr M²/2), which is unchanged by rotations. Write M = OΛOᵀ, with Λ diagonal and O orthogonal. Since ω = Oᵀ dO is antisymmetric,

Oᵀ dM O = dΛ + ωΛ − Λω.

The off-diagonal elements on the right are ω_ij(λ_j − λ_i). The volume element therefore contains one factor |λ_i − λ_j| for each pair, and the eigenvalue density is proportional to

Π_{i<j} |λ_i − λ_j| · exp(−Σλ_i²/2).

Call the two gaps x and y, and let m be the mean of the three eigenvalues. Then

Σλ_i² = 3m² + (1/3)[x² + y² + (x+y)²] = 3m² + (2/3)(x² + xy + y²).

The integral over m gives a constant, which leaves the gap density

p(x, y) ∝ xy(x+y) exp[−(x² + xy + y²)/3].

Set y = qx, dy = x dq and Q(q) = 1 + q + q². Then

p(q) ∝ q(1+q) ∫₀^∞ x⁴ exp(−x²Q/3) dx ∝ q(1+q)/Q^{5/2}.

The last step substitutes u = x√Q, which takes out the factor Q^{−5/2}. For the folding, Q(1/r) = Q(r)/r², so

p(1/r)/r² ∝ (1/r)(1 + 1/r) · r⁵/Q^{5/2} · 1/r² = r(1+r)/Q^{5/2}.

Both branches agree, and P(r) = C(r + r²)/Q^{5/2}, where Q now means Q(r).

To integrate, use the following rule for a polynomial f:

d/dr [f/Q^{3/2}] = [f′Q − (3/2)(2r+1)f]/Q^{5/2}.

For the normalization take f = (4r³ + 6r² − 6r − 4)/27. The two terms of the numerator are

27 f′Q = 12r⁴ + 24r³ + 18r² + 6r − 6,

27 · (3/2)(2r+1)f = 12r⁴ + 24r³ − 9r² − 21r − 6.

Their difference is 27(r² + r), as required. Since f(1) = 0 and f(0) = −4/27, the integral of (r + r²)/Q^{5/2} over [0, 1] is 4/27. Hence C = 27/4.

For the mean take f = −(2r³ + 30r² + 24r + 16)/27. Now

−27 f′Q = 6r⁴ + 66r³ + 90r² + 84r + 24,

−27 · (3/2)(2r+1)f = 6r⁴ + 93r³ + 117r² + 84r + 24.

The difference is −27(r³ + r²). Division by −27 gives the required numerator r² + r³. With Q(1) = 3,

⟨r⟩ = (27/4)[−72/(27·3√3) + 16/27] = 4 − 6/√3 = 4 − 2√3 = 0.5359.

This holds for 3×3 matrices and approximates the value for large ones. Numerical diagonalization of 600 GOE matrices of size 120×120, using the central half of each spectrum, gives 0.5318 ± 0.0017. That is the reference used below.

The two distributions differ most at small r. Poisson levels have P(0) = 2, while the GOE form starts as 27r/4. The probability of r < 0.3 is 2(1 − 1/1.3) = 0.46 for Poisson levels and 0.21 for the 3×3 GOE.

*(c) The Anderson model.* The matrix H is diagonalized numerically for many sets of site energies, and the central third of the levels is kept. For L = 10 this window extends about 1.4t to either side of its middle at W = 5t, and 6.9t at W = 40t.

Four successive levels from one sample with W = 5t are 0.00953t, 0.01225t, 0.02431t and 0.03551t. Their gaps, taken before the levels were rounded, are 0.00272t, 0.01207t and 0.01120t, so

r = 0.00272/0.01207 = 0.225,  r = 0.01120/0.01207 = 0.928.

One sample with W = 40t has the gaps 0.04901t, 0.06204t and 0.03172t, which give r = 0.790 and 0.511. This localized example happens to have the larger average, so a few ratios decide nothing.

The number needed follows from the spread of r. For Poisson levels,

⟨r²⟩ = 2 ∫₀¹ [1 − 2/(1+r) + 1/(1+r)²] dr = 3 − 4 ln 2 = 0.227.

The standard deviation is √(0.227 − 0.386²) = 0.28. Twelve samples at L = 10 supply 12 × 331 = 3972 ratios. If these were independent, the standard error would be 0.28/√3972 = 0.004, small compared with the separation of about 0.15 between the references.

The results follow, with standard errors estimated from the scatter between samples.

| L | samples | ⟨r⟩, W = 5t | ⟨r⟩, W = 40t |
|---|---|---|---|
| 6 | 100 | 0.531 ± 0.004 | 0.423 ± 0.004 |
| 8 | 24 | 0.526 ± 0.005 | 0.414 ± 0.006 |
| 10 | 12 | 0.537 ± 0.004 | 0.398 ± 0.006 |

At L = 10 the means differ by 0.139, or 19 standard errors. The W = 5t value lies 0.005 above the large-matrix GOE value, about one combined standard error. The W = 40t value lies 0.012 above the Poisson value, about two standard errors. This excess is real and, with twelve samples, poorly determined: 47 further samples give 0.405 ± 0.004, which is 0.019 above Poisson. Some repulsion thus survives at L = 10 (see Variation 2). **The case W = 5t follows GOE statistics, and W = 40t is close to Poisson statistics.** Unfolding the L = 10 levels with a cubic fit to the level count changes either mean by about 0.00001, so the slope of the density of states is harmless here.

The eigenvectors show the reason. The participation number 1/Σ_i|ψ_i|⁴ estimates how many sites a state occupies. From L = 6 to L = 8 the volume grows by a factor 2.37. At W = 5t the mean participation number grows from 67 to 149 sites, a factor 2.23. At W = 40t it hardly changes, from 2.91 to 2.96 sites. Extended states share the same sites, so disorder couples them and they repel. Localized states that are neighbours in energy are mostly far apart and hardly coupled.

This argument makes the two outcomes plausible but does not prove them. It also shows what a finite cube can decide. Localized states look extended if their localization length exceeds L, so Poisson statistics require L to be much larger than that length. A magnetic field or spin-orbit coupling can change the symmetry of H, and the GOE reference may then no longer apply.

**Variation 1: can W = 0 serve as the ideal metal?**

No. For L = 6 the clean levels are

E = −2t(cos k_x + cos k_y + cos k_z),  k = 2πn/6.

Each term −2t cos k equals −2t, −t, t or 2t, with multiplicities 1, 2, 2, 1. The sums are the 13 integer multiples of t from −6t to 6t, shared by 216 states. The level E = t, for example, arises in two ways:

- from (2t, t, −2t), with 6 orders × 2 = 12 states;
- from (t, t, −t), with 3 orders × 2³ = 24 states.

Its degeneracy is 36. Of the 215 gaps, 203 vanish, and two successive zero gaps make r undefined. The extended states of the clean cube are labelled by conserved wavevectors and do not repel. Weak disorder mixes states inside one degenerate level but leaves the 13 levels as separate groups with wide gaps between them. Inside the 36-fold level E = t the ratios already average about 0.53 at W = 0.02t. The 24-fold level E = 0 contains k and k + (π, π, π) together. Their sum and difference live on opposite sublattices, which site disorder does not couple at first order, so this group is two interleaved sequences and averages only about 0.44. The mean over the central third is 0.47 at W = 0.02t and reaches 0.53 near W = 3t, where the groups have merged. GOE statistics across the whole band centre thus need disorder of about that strength in this cube, yet too weak to localize the states.

**Variation 2: why does the small cube at W = 40t lie above the Poisson value?**

At L = 6 the excess is 0.423 − 0.386 = 0.037, more than eight standard errors. Some energy neighbours in so small a cube are also close in space. Consider two sites two bonds apart on a straight line. To second order in t, they are coupled through the site between them by

|V| = t²/|E − ε|.

The site energies obey |ε| ≤ 20t, and the hopping shifts no level by more than 6t, so |E| ≤ 26t and |V| is at least t/46 = 0.022t. In this approximation the gap is then at least 2|V| = 0.043t, or 0.23 of the mean gap 0.187t. Two sites joined around a corner have two such paths, whose contributions can cancel, so smaller gaps are possible there. Longer paths and resonances with a third site, left out of this estimate, allow a few smaller gaps for straight pairs too.

To see this in the eigenvectors, distances must be assigned with care. Two distant states of nearly equal energy mix, and both mixtures may peak on the same site. Each adjacent pair is therefore first rotated into its two most localized combinations, those with the largest sum of fourth powers of the amplitudes. The distance is taken between their peaks.

Gaps below 0.2 of the mean then make up 1.1% of the 371 pairs within two bonds (only four gaps, so the figure is uncertain by a factor of about two), and 13.5% of the 6729 pairs farther apart. Independent levels would give 1 − e^{−0.2} = 18%. Close pairs thus repel strongly. Repulsion also removes many of them from the list of energy neighbours. Of the 215 other sites, 24 lie within two bonds, so independent levels would give about 793 close pairs among the 7100, not 371. Measured against that number, about 140 small gaps are missing among the close pairs. The more distant group also has fewer small gaps than independent levels, and because it is much larger it supplies most of the deficit, about 240. Weaker couplings over three or more bonds are a likely cause, but this count does not resolve them by distance. Missing small gaps mean missing small ratios, which raises ⟨r⟩. In a larger cube, a smaller share of energy neighbours is close in space, in line with the fall of ⟨r⟩ from 0.423 at L = 6 to about 0.40 at L = 10. The step from L = 8 to L = 10 alone is not resolved by these samples.
